# The slope of the nucleation barrier gives the critical island size, part 1

(Sections cited here and not found follow in the second part.)

## First half: the theorem and its conditions

### 1. Result

An atomic layer on a crystal surface begins as a small island that forms from mobile adatoms. Let the island contain $n$ atoms, and let $\Delta\mu$ be the free energy gained per atom when an adatom joins the completed layer. The free energy of forming the island is

$$G(n,\Delta\mu)=\Phi(n)-n\,\Delta\mu ,\tag{1}$$

where $\Phi(n)$ is the excess free energy that the island carries because it has an edge. The nucleation barrier $G^*$ is the largest value of $G$ over all sizes, and the critical size $n^*$ is the size at which it is reached. If the temperature is fixed and $\Phi(n)$ at fixed $n$ does not depend on $\Delta\mu$, then

$$\boxed{\;\frac{dG^*}{d\Delta\mu}=-n^*\;}\tag{2}$$

For a continuous size variable it is derived here for a single highest maximum that lies in the interior of the size range and has nonzero curvature. For whole numbers of atoms it holds at every driving force where a single size gives the maximum. Where several sizes tie, the barrier has a kink, and (2) is replaced by two one-sided slopes, found in Section 5.

The result contains no assumption about the shape of the island or the form of $\Phi(n)$. If the barrier is known as a function of driving force, its slope counts the atoms in the critical island.

### 2. The bookkeeping behind the free energy

Let $\mu_a$ be the chemical potential of the adatom gas and $\mu_l$ the free energy per atom of the completed layer. The driving force is their difference,

$$\Delta\mu=\mu_a-\mu_l ,$$

which is positive when the layer tends to grow. Let $F(n)$ be the free energy of an island of $n$ atoms at a given place on the surface. If all $n$ atoms were in a completed layer, their free energy would be $n\mu_l$. The excess is defined as the remainder:

$$F(n)=n\mu_l+\Phi(n).$$

To form the island, $n$ atoms are taken from the gas, which gives up $n\mu_a$. The change in free energy is therefore

$$G=F(n)-n\mu_a=n\mu_l+\Phi(n)-n\mu_a=\Phi(n)-n\,\Delta\mu ,$$

which is (1). The zero of $G$ is the surface with no island, all atoms being in the gas.

This shows when $\Phi$ is independent of the driving force. Suppose $\Delta\mu$ is varied by changing the density of the gas at constant temperature. Then $\mu_a$ changes. The quantities $F(n)$ and $\mu_l$ belong to the island and the layer, and they stay the same provided that the gas does not alter the island, for example by binding to its edge. Their combination $\Phi(n)=F(n)-n\mu_l$ then stays the same too.

The same free energy gives the equilibrium number of islands. Consider one surface site and call an island "at" that site if a chosen reference atom of the island lies there. Relative to no island, an island of size $n$ has statistical weight $e^{-G(n)/kT}$, where $k$ is Boltzmann's constant and $T$ the temperature. When islands are rare and do not interact, this weight is the mean number of such islands per site:

$$N_n^{\rm eq}=e^{-G(n,\Delta\mu)/kT}.\tag{3}$$

An adatom is an island of one atom. Its density per site, $\theta$, follows by setting $n=1$:

$$\theta=e^{-[\Phi(1)-\Delta\mu]/kT},\qquad \Delta\mu=\Phi(1)+kT\ln\theta .\tag{4}$$

At $\Delta\mu=0$ the gas is in equilibrium with the layer and $\theta_{\rm eq}=e^{-\Phi(1)/kT}$. Dividing the two densities gives the supersaturation ratio, $\theta/\theta_{\rm eq}=e^{\Delta\mu/kT}$.

### 3. Derivation for a continuous size

Treat $n$ as a continuous variable and let $\Phi$ have a continuous second derivative. At the maximum of (1) the derivative with respect to size vanishes at fixed $\Delta\mu$:

$$\Phi'(n^*)-\Delta\mu=0 .\tag{5}$$

The second derivative of $G$ with respect to $n$ is $\Phi''$, because the term $-n\Delta\mu$ is linear. A maximum with nonzero curvature thus has $\Phi''(n^*)<0$. This inequality also guarantees that (5) can be solved for a differentiable function $n^*(\Delta\mu)$ near the chosen driving force.

The barrier is obtained by inserting this function into (1):

$$G^*(\Delta\mu)=\Phi\big(n^*(\Delta\mu)\big)-n^*(\Delta\mu)\,\Delta\mu .$$

Differentiate. The first term needs the chain rule and the second the product rule:

$$\frac{dG^*}{d\Delta\mu}=\Phi'(n^*)\frac{dn^*}{d\Delta\mu}-\frac{dn^*}{d\Delta\mu}\,\Delta\mu-n^* .$$

Collect the two terms that contain the shift of the critical size:

$$\frac{dG^*}{d\Delta\mu}=\big[\Phi'(n^*)-\Delta\mu\big]\frac{dn^*}{d\Delta\mu}-n^* .$$

The bracket is zero by (5), and (2) follows.

The critical size does move when the driving force changes, but it moves along a free-energy curve that is flat at its top, so the motion has no first-order effect on the height. What remains is the direct effect: at fixed size, raising $\Delta\mu$ by a small amount $\delta$ lowers the free energy of every one of the $n^*$ atoms by $\delta$.

The curvature of the barrier follows by differentiating (5) with respect to $\Delta\mu$:

$$\Phi''(n^*)\frac{dn^*}{d\Delta\mu}=1,\qquad \frac{dn^*}{d\Delta\mu}=\frac{1}{\Phi''(n^*)}<0 .$$

The critical island shrinks as the driving force grows. Differentiating (2) once more gives

$$\frac{d^2G^*}{d\Delta\mu^2}=-\frac{dn^*}{d\Delta\mu}=-\frac{1}{\Phi''(n^*)}>0 .$$

The barrier falls with increasing driving force, and it falls ever less steeply.

### 4. Two closed forms

For a large island of fixed shape, the edge length grows as $\sqrt n$. With a constant edge free energy per length, $\Phi=c\sqrt n$, where $c>0$. Condition (5) becomes

$$\frac{c}{2\sqrt{n^*}}=\Delta\mu,\qquad \sqrt{n^*}=\frac{c}{2\Delta\mu},\qquad n^*=\frac{c^2}{4\Delta\mu^2}.$$

The barrier is

$$G^*=c\,\frac{c}{2\Delta\mu}-\frac{c^2}{4\Delta\mu^2}\,\Delta\mu=\frac{c^2}{2\Delta\mu}-\frac{c^2}{4\Delta\mu}=\frac{c^2}{4\Delta\mu}.\tag{6}$$

Its derivative is $-c^2/(4\Delta\mu^2)$, which is $-n^*$.

A compact three-dimensional nucleus has $\Phi=c\,n^{2/3}$ with another constant $c$. Now $\Delta\mu=\tfrac23c\,n^{*-1/3}$, so $n^*=8c^3/(27\Delta\mu^3)$. Multiplying the condition by $n^*$ gives $c\,n^{*2/3}=\tfrac32n^*\Delta\mu$, hence

$$G^*=\tfrac32n^*\Delta\mu-n^*\Delta\mu=\tfrac12n^*\Delta\mu=\frac{4c^3}{27\Delta\mu^2}.$$

The derivative is $-8c^3/(27\Delta\mu^3)=-n^*$. The two barriers depend on $\Delta\mu$ through different powers, yet the relation between slope and size is the same.

Both forms diverge as $\Delta\mu\to0$: near equilibrium the critical nucleus is very large. At large driving force they predict fewer than one atom, where a continuous size has lost its meaning.

### 5. Whole numbers of atoms

Small islands contain whole numbers of atoms, and $\Phi(n)$ is then a list of values rather than a smooth curve. The barrier is

$$G^*(\Delta\mu)=\max_{n\ge1}\,[\Phi(n)-n\,\Delta\mu].$$

Each size contributes a straight line in $\Delta\mu$ with slope $-n$, and the barrier is the upper envelope of these lines. Assume $\Delta\mu>0$ and that $\Phi(n)/n$ tends to zero for large $n$, as it does when the excess comes from an edge. Very large islands then have negative $G$, and near any given driving force a finite number of sizes compete.

Take two driving forces $a<b$, with critical sizes $n_a$ and $n_b$. The barrier at $b$ is at least as high as the value for size $n_a$ at $b$:

$$G^*(b)\ge\Phi(n_a)-n_ab=\Phi(n_a)-n_aa-n_a(b-a)=G^*(a)-n_a(b-a).$$

With the roles exchanged,

$$G^*(a)\ge\Phi(n_b)-n_ba=G^*(b)+n_b(b-a).$$

Rearranging both inequalities and dividing by $b-a>0$ gives

$$-n_a\;\le\;\frac{G^*(b)-G^*(a)}{b-a}\;\le\;-n_b .\tag{7}$$

It follows that $n_b\le n_a$: the critical size never grows with driving force. It also follows that wherever the same size is critical at $a$ and $b$, the slope between them is minus that size. This is (2) for whole atoms, with no derivative of $\Phi$ needed.

At a driving force where several sizes tie, let the smallest be $n_{\min}$ and the largest $n_{\max}$. Change $\Delta\mu$ by a small $\delta$. The tied lines change by $-n\delta$. For $\delta>0$ the highest of them is the one with the smallest $n$; for $\delta<0$ it is the one with the largest $n$. Hence

$$\left.\frac{dG^*}{d\Delta\mu}\right|_{\rm right}=-n_{\min},\qquad \left.\frac{dG^*}{d\Delta\mu}\right|_{\rm left}=-n_{\max}.\tag{8}$$

The range of driving forces in which a size $n$ is critical comes from comparing it with every other size $m$. The condition $\Phi(n)-n\Delta\mu\ge\Phi(m)-m\Delta\mu$ gives

$$\Delta\mu\le\frac{\Phi(n)-\Phi(m)}{n-m}\ \ (m<n),\qquad \Delta\mu\ge\frac{\Phi(m)-\Phi(n)}{m-n}\ \ (m>n).\tag{9}$$

If these conditions contradict each other, size $n$ is never critical. The critical size can therefore jump over several numbers at once.

Between jumps the barrier is a straight segment, and it is continuous across each jump. Adding the segments from $a$ to $b$ gives the integrated form

$$G^*(b)-G^*(a)=-\int_a^b n^*(\Delta\mu)\,d\Delta\mu .\tag{10}$$

A slope taken from two well-separated driving forces is thus minus the average of $n^*$ over the interval. It need not be a whole number.

### 6. A different zero of free energy

The barrier is sometimes measured from one adatom instead of from the surface without an island. The height is then

$$G^*-G(1)=G^*-\Phi(1)+\Delta\mu ,$$

and its derivative is $-n^*+1=-(n^*-1)$. One atom is already in the starting state, so $n^*-1$ further atoms are taken from the gas. The zero of free energy must be stated before a slope is read as a size.

### 7. When the excess depends on the driving force

Let the excess be $\Phi(n,\Delta\mu)$. The derivation of Section 3 acquires one more term, the direct derivative of $\Phi$ at fixed size:

$$\frac{dG^*}{d\Delta\mu}=\big[\partial_n\Phi-\Delta\mu\big]\frac{dn^*}{d\Delta\mu}+\frac{\partial\Phi}{\partial\Delta\mu}-n^*=-n^*+\left.\frac{\partial\Phi}{\partial\Delta\mu}\right|_{n=n^*}.\tag{11}$$

The bracket again vanishes at the maximum. For whole atoms the same formula holds while one size stays critical, since $n$ is then constant.

A change of temperature is a case of this kind. Hold the adatom density $\theta$ fixed and let $\Phi(1)$ be independent of temperature. Equation (4) gives

$$\frac{d\Delta\mu}{dT}=k\ln\theta ,$$

which is negative because $\theta<1$. Define the excess entropy of the island by $S=-\partial\Phi/\partial T$ at fixed size. While one size stays critical,

$$\frac{dG^*}{dT}=-S(n^*)-n^*\frac{d\Delta\mu}{dT}.$$

Dividing by $d\Delta\mu/dT$ gives

$$\frac{dG^*}{d\Delta\mu}=-n^*-\frac{S(n^*)}{k\ln\theta}=-n^*+\frac{S(n^*)}{k|\ln\theta|}.\tag{12}$$

The slope along this path equals $-n^*$ only if the excess entropy is zero.

## Second half: islands on a close-packed metal surface

### 8. Symbols and results carried over

An island of $n$ atoms has formation free energy $G=\Phi(n)-n\Delta\mu$, with excess $\Phi$ and driving force $\Delta\mu$. The barrier $G^*$ is the maximum over $n$, reached at $n^*$. At fixed temperature, with $\Phi$ independent of $\Delta\mu$, the slope $dG^*/d\Delta\mu$ is $-n^*$ wherever one size is critical. The range of each critical size follows from comparing slopes between values of $\Phi$, as in (9). If $\Phi$ depends on $\Delta\mu$, its derivative at fixed size is added to the slope. As long as islands are rare, their equilibrium number per site is $e^{-G(n)/kT}$, and the adatom density per site is $\theta=e^{-[\Phi(1)-\Delta\mu]/kT}$.

### 9. Excess energy from counting bonds

Place the atoms on a triangular lattice, where each has six neighbours in the plane, and give each neighbour bond the energy $\varepsilon$. Every bond is shared by two atoms, so a completed layer has three bonds per atom. An island with $B$ bonds lacks $3n-B$ of them, and

$$\Phi(n)=\varepsilon\,(3n-B).\tag{13}$$

Binding to the substrate is taken to be the same for every atom. It cancels between island and layer.

For a full hexagon with $r$ rings around a central atom, $n=3r^2+3r+1$. With $r\ge1$, its six corner atoms each lack three neighbours and its $6(r-1)$ other edge atoms each lack two. That makes $18+12(r-1)=12r+6$ missing neighbours. Each counts as half a bond, so $3n-B=6r+3$. Since $12n-3=36r^2+36r+9=(6r+3)^2$, this number equals $\sqrt{12n-3}$.

For the sizes between full hexagons, build the island one atom at a time in a spiral, starting each new ring beside a corner. A direct count of bonds up to sixty atoms showed that $3n-B$ is then the smallest integer not below $\sqrt{12n-3}$. Enumeration of every connected island up to ten atoms showed that no shape has lower energy than the spiral one. For larger islands the values below refer to this compact family.

This part has shown that, at fixed temperature and with an excess free energy independent of the driving force, the slope of the barrier is minus the critical size wherever one size is critical, and it has obtained the excess energy of compact islands by counting bonds. It remains to compute the barrier and critical sizes for an example with rough values for silver, and to examine the nucleation rate, the many island shapes, depletion of the adatoms and the limits of the model.
